# Acceptor freeze-out and the logarithmic term in MOS surface electrostatics: a program that tests the result

```python
"""
First integral of Poisson's equation for a p-type MOS surface with freeze-out.
Result under test, with u = psi/phi_t and A = (1-f)/f:
  F^2 = (2 q N_A phi_t/eps) * { (1-c) u + ln[(1+A exp(-u))/(1+A)]
                               + h (exp(-u)-1) + m (exp(u)-1) }
psi: band bending (V, positive downward, zero in bulk); phi_t = kT/q;
f: ionized acceptor fraction in bulk; h = p_bulk/N_A; m = n_bulk/N_A;
c = N_D/N_A: compensating donor ratio (zero in the main case).
At large depletion the linear term returns with a constant potential offset
D = phi_t ln(1/f)/(1-c).  Internal units: SI, with energies in eV.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq

q, kB, eps0 = const.e, const.k, const.epsilon_0
# Rough values for boron-doped silicon
T0 = 77.0
NA = 1e23
EA = 0.045
GAP = 1.17
MH, MN = 0.7, 1.06
eps = 11.7 * eps0
G = 4


def thermal(T):
    return kB * T / q


def band_density(mass, T):
    return 2 * (2 * np.pi * mass * const.m_e * kB * T / const.h**2)**1.5


def hole_scale(T, ea=EA, mass=MH, g=G):
    return band_density(mass, T) / g * np.exp(-ea / thermal(T))


def bulk(T, c=0.0, ea=EA, mass=MH, g=G):
    """Closed-form neutrality: returns f and h, minority electrons ignored."""
    r = hole_scale(T, ea, mass, g) / NA
    if c == 0:
        f = 2 / (1 + np.sqrt(1 + 4 / r))
        return f, f
    b = r + c
    h = 2 * r * (1 - c) / (b + np.sqrt(b * b + 4 * r * (1 - c)))
    return h + c, h


def offset(T, c=0.0, **kw):
    return thermal(T) * np.log(1 / bulk(T, c, **kw)[0]) / (1 - c)


def electron_ratio(T, h):
    v = thermal(T)
    fermi = v * np.log(band_density(MH, T) / (h * NA))
    return band_density(MN, T) / NA * np.exp(-(GAP - fermi) / v)


def braces(psi, T, c=0.0):
    f, h = bulk(T, c)
    u, A = psi / thermal(T), (1 - f) / f
    log_term = np.log((1 + A * np.exp(-u)) / (1 + A))
    return ((1 - c) * u + log_term + h * np.expm1(-u)
            + electron_ratio(T, h) * np.expm1(u))


def field(value, T):
    return np.sqrt(2 * q * NA * thermal(T) / eps * value)


# Independent side: charge from level energies and a numerical Fermi level
def ionized(psi, T, fermi):
    return 1 / (1 + G * np.exp((EA - psi - fermi) / thermal(T)))


def charge(psi, T, fermi, c=0.0):
    v = thermal(T)
    p = band_density(MH, T) / NA * np.exp(-(fermi + psi) / v)
    n = band_density(MN, T) / NA * np.exp(-(GAP - psi - fermi) / v)
    return ionized(psi, T, fermi) + n - p - c


def solve_fermi(T, c=0.0):
    return brentq(lambda e: charge(0.0, T, e, c), -0.05, 0.6,
                  xtol=1e-16, rtol=1e-15)


nodes, weights = np.polynomial.legendre.leggauss(20)


def integrate(fn, end, T):
    pieces = int(np.ceil(abs(end) / thermal(T))) + 1
    edges = np.linspace(0, end, pieces + 1)
    half = np.diff(edges) / 2
    x = (edges[:-1] + half)[:, None] + half[:, None] * nodes
    return np.sum(half[:, None] * weights * fn(x))


v0 = thermal(T0)
f0, h0 = bulk(T0)
A0 = (1 - f0) / f0
EF = solve_fermi(T0)

# Occupation against a sum over all hole configurations of four orbitals,
# with a pair repulsion large enough to exclude double occupation
for psi in (-0.01, 0.0, 0.02, 0.05):
    total = 0.0
    for occ in itertools.product((0, 1), repeat=4):
        k = sum(occ)
        energy = -k * (EA - psi - EF) + 1.0 * k * (k - 1) / 2
        total += np.exp(-energy / v0)
    formula = 1 / (1 + A0 * np.exp(-psi / v0))
    assert abs(1 / total - formula) < 1e-9

# First integral against quadrature, including accumulation and inversion
for T, c in ((77.0, 0.0), (300.0, 0.0), (77.0, 0.01), (20.0, 0.01)):
    e = solve_fermi(T, c)
    for psi in (-0.02, 0.005, 0.02, 0.1, 0.5, 1.1):
        num = integrate(lambda x: charge(x, T, e, c), psi, T) / thermal(T)
        assert abs(num / braces(psi, T, c) - 1) < 1e-7, (T, c, psi)

# Weak-bending screening coefficient from a finite difference of the charge
d = 1e-4 * v0
slope = v0 * (charge(d, T0, EF) - charge(-d, T0, EF)) / (2 * d)
assert abs(slope / (f0 * (2 - f0)) - 1) < 1e-6

# Offset as the potential integral of the neutral fraction
D0 = offset(T0)
neutral = integrate(lambda x: 1 - ionized(x, T0, EF), 0.4, T0)
assert abs(neutral / D0 - 1) < 1e-8

# Net shift from the fully ionized model, and decay of the relative deficit
shift = v0 * (np.log(1 / f0) - (1 - f0))


def full_braces(psi):
    return psi / v0 + np.expm1(-psi / v0)


for psi in (0.4, 0.8):
    area = integrate(lambda x: charge(x, T0, EF), psi, T0)
    assert abs(v0 * full_braces(psi) - area - shift) < 1e-9
    deficit = 1 - np.sqrt(area / (v0 * full_braces(psi)))
    assert abs(deficit / (shift / (2 * psi)) - 1) < 0.03

# Low-temperature law without donors, and its loss with donors
e5 = solve_fermi(5.0)
num5 = integrate(lambda x: 1 - ionized(x, 5.0, e5), 0.3, 5.0)
law5 = EA / 2 + thermal(5.0) / 2 * np.log(G * NA / band_density(MH, 5.0))
assert abs(num5 / law5 - 1) < 1e-8
assert abs(offset(1.0) - EA / 2) < abs(offset(5.0) - EA / 2) < 1e-3
assert offset(5.0, 0.01) < offset(20.0, 0.01) < 0.5 * offset(20.0)

# Surface field from a boundary-value solution of Poisson's equation
psi_s = 0.5
us = psi_s / v0
length = np.sqrt(eps * v0 / (q * NA))
x = np.linspace(0, 60, 1201)
w = np.sqrt(2 * us)
rest = np.clip(1 - x / w, 0, None)
guess = np.vstack((us * rest**2, -2 * us / w * rest))
sol = solve_bvp(lambda s, y: np.vstack((y[1], charge(v0 * y[0], T0, EF))),
                lambda a, b: np.array([a[0] - us, b[0]]),
                x, guess, tol=1e-7, max_nodes=30000)
assert sol.success
F_bvp = -sol.sol(0.0)[1] * v0 / length
F_s = field(braces(psi_s, T0), T0)
assert abs(F_bvp / F_s - 1) < 1e-5


def depth(u):
    return brentq(lambda s: sol.sol(s)[0] - u, 0, 25) * length


# Sizes of neglected effects
u90 = np.log(9 * A0)
F90 = field(braces(v0 * u90, T0), T0)
radius = q / (8 * np.pi * eps * EA)
stark = 9 * np.pi * eps * radius**3 * F90**2 / q
frenkel = np.sqrt(q * F90 / (np.pi * eps))
neighbour = q * NA**(1 / 3) / (4 * np.pi * eps)
eta = -EF / v0
fd = quad(lambda t: np.sqrt(t) / (1 + np.exp(t - eta)), 0, 60)[0]
fd *= 2 / np.sqrt(np.pi) / np.exp(eta)
sigma = 1e-17


def emission_time(T):
    speed = np.sqrt(3 * kB * T / (MH * const.m_e))
    return 1 / (sigma * speed * hole_scale(T))


m0 = electron_ratio(T0, h0)
psi_inv = brentq(lambda s: m0 * np.exp(s / v0)
                 - 0.01 * (s / v0 - np.log(1 / f0) - f0), 0.8, 1.15)

print("INPUTS (rough values for boron-doped silicon)")
print(f"temperature {T0:.0f} K; acceptors {NA*1e-6:.1e} cm^-3")
print(f"acceptor energy {EA*1e3:.0f} meV; degeneracy {G}; gap {GAP} eV")
print(f"masses: hole {MH} m0, electron {MN} m0; permittivity {eps/eps0:.1f}")
print("BULK AT 77 K")
print(f"thermal voltage {v0*1e3:.3f} mV")
print(f"valence-band density {band_density(MH,T0)*1e-6:.3e} cm^-3")
print(f"p1 = {hole_scale(T0)*1e-6:.3e} cm^-3; r = {hole_scale(T0)/NA:.3e}")
print(f"ionized fraction f = {f0:.4f}; A = {A0:.2f}")
print(f"Fermi level above valence band {EF*1e3:.2f} meV")
print(f"screening coefficient f(2-f) = {f0*(2-f0):.4f}")
print(f"screening length {length/np.sqrt(f0*(2-f0))*1e9:.2f} nm; "
      f"if fully ionized {length*1e9:.2f} nm")
print(f"half-ionization bending {v0*np.log(A0)*1e3:.2f} mV")
print(f"offset D {D0*1e3:.2f} mV; net shift Delta {shift*1e3:.2f} mV")
print("SURFACE: bending V | ionized | F, F full (MV/cm) | deficit %")
for psi in (0.01, 0.03, 0.1, 0.5, 1.0):
    F = field(braces(psi, T0), T0)
    FF = field(full_braces(psi), T0)
    print(f"{psi:.2f} | {ionized(psi,T0,EF):.4f} | {F*1e-8:.5f}, "
          f"{FF*1e-8:.5f} | {100*(1-F/FF):.2f}")
print("AT 0.5 V BENDING")
print(f"braces {braces(psi_s,T0):.3f}; u = {us:.3f}")
print(f"field from boundary-value solution {F_bvp*1e-8:.5f} MV/cm")
print(f"sheet charge magnitude {eps*F_s*100:.4f} uC/cm^2")
F_static = field(f0 * full_braces(psi_s), T0)
print(f"field if ionization stayed at bulk value {F_static*1e-8:.5f} MV/cm")
print(f"equivalent depletion width {eps*F_s/(q*NA)*1e9:.2f} nm")
print(f"depth of 90% ionization {depth(u90)*1e9:.2f} nm; "
      f"of 50% {depth(np.log(A0))*1e9:.2f} nm")
print("TEMPERATURE K | f | D mV | D mV with N_D/N_A = 0.01")
for T in (300.0, 150.0, 77.0, 40.0, 20.0, 5.0):
    print(f"{T:.0f} | {bulk(T)[0]:.3e} | {offset(T)*1e3:.2f} | "
          f"{offset(T,0.01)*1e3:.2f}")
print(f"half the acceptor energy {EA/2*1e3:.2f} meV")
print("NEGLECTED EFFECTS AT 77 K")
print(f"Coulomb energy at mean acceptor spacing {neighbour*1e3:.2f} meV")
print(f"D if acceptor energy falls by that {offset(T0,ea=EA-neighbour)*1e3:.2f} mV")
print(f"D for hole mass 1.1 m0 {offset(T0,mass=1.1)*1e3:.2f} mV")
g_ex = G * (1 + np.exp(-0.030 / v0))
print(f"D with 4 excited states at rough 30 meV {offset(T0,g=g_ex)*1e3:.2f} mV")
print(f"bulk Fermi-Dirac/Boltzmann hole ratio {fd:.5f}")
print(f"field at 90% ionization {F90*1e-8:.5f} MV/cm")
print(f"there: hydrogenic Stark shift {stark*1e3:.3f} meV; "
      f"Poole-Frenkel lowering {frenkel*1e3:.1f} meV")
print(f"acceptor radius {radius*1e9:.2f} nm; drop across it "
      f"{radius*F90*1e3:.2f} mV")
print(f"emission time, rough cross-section {sigma*1e4:.0e} cm^2: "
      f"{emission_time(77.0):.1e} s at 77 K, {emission_time(20.0):.1e} s at 20 K")
print(f"electron term reaches 1% of depletion term at {psi_inv:.3f} V")
print(f"bending/gap at 0.5 V {psi_s/GAP:.3f} (interband tunnelling needs > 1)")
print("checks complete")
```

Running it gives:

```
INPUTS (rough values for boron-doped silicon)
temperature 77 K; acceptors 1.0e+17 cm^-3
acceptor energy 45 meV; degeneracy 4; gap 1.17 eV
masses: hole 0.7 m0, electron 1.06 m0; permittivity 11.7
BULK AT 77 K
thermal voltage 6.635 mV
valence-band density 1.911e+18 cm^-3
p1 = 5.419e+14 cm^-3; r = 5.419e-03
ionized fraction f = 0.0710; A = 13.09
Fermi level above valence band 37.13 meV
screening coefficient f(2-f) = 0.1369
screening length 17.70 nm; if fully ionized 6.55 nm
half-ionization bending 17.07 mV
offset D 17.56 mV; net shift Delta 11.39 mV
SURFACE: bending V | ionized | F, F full (MV/cm) | deficit %
0.01 | 0.2563 | 0.00586, 0.01223 | 52.08
0.03 | 0.8753 | 0.01995, 0.02692 | 25.92
0.10 | 1.0000 | 0.05035, 0.05374 | 6.30
0.50 | 1.0000 | 0.12210, 0.12353 | 1.16
1.00 | 1.0000 | 0.17428, 0.17529 | 0.58
AT 0.5 V BENDING
braces 72.637; u = 75.354
field from boundary-value solution 0.12210 MV/cm
sheet charge magnitude 0.1265 uC/cm^2
field if ionization stayed at bulk value 0.03291 MV/cm
equivalent depletion width 78.95 nm
depth of 90% ionization 65.62 nm; of 50% 75.13 nm
TEMPERATURE K | f | D mV | D mV with N_D/N_A = 0.01
300 | 8.799e-01 | 3.31 | 3.31
150 | 4.632e-01 | 9.95 | 9.95
77 | 7.095e-02 | 17.56 | 17.28
40 | 1.954e-03 | 21.50 | 15.91
20 | 1.701e-06 | 22.89 | 8.02
5 | 5.888e-24 | 23.05 | 2.00
half the acceptor energy 22.50 meV
NEGLECTED EFFECTS AT 77 K
Coulomb energy at mean acceptor spacing 5.71 meV
D if acceptor energy falls by that 14.83 mV
D for hole mass 1.1 m0 15.40 mV
D with 4 excited states at rough 30 meV 17.59 mV
bulk Fermi-Dirac/Boltzmann hole ratio 0.99869
field at 90% ionization 0.02105 MV/cm
there: hydrogenic Stark shift 0.207 meV; Poole-Frenkel lowering 32.2 meV
acceptor radius 1.37 nm; drop across it 2.88 mV
emission time, rough cross-section 1e-13 cm^2: 2.6e-09 s at 77 K, 9.6e+00 s at 20 K
electron term reaches 1% of depletion term at 1.112 V
bending/gap at 0.5 V 0.427 (interband tunnelling needs > 1)
checks complete
```
